# Van Vleck's formula for s core-hole exchange splitting and its limits, part 1

(Sections cited here and not found follow in the later parts.)

## The doublet in an s-level spectrum

An X-ray photon removes an electron from the filled 3s shell of a Mn²⁺ ion. An s level has no orbital degeneracy and no spin–orbit coupling, so a picture with one spin-independent orbital energy for the 3s shell predicts a single line. The spectrum shows two main lines several electronvolts apart, and the one at lower binding energy is the stronger. The 3s electron that stays behind has spin ½, the five 3d electrons have total spin $S=5/2$, and the ion can be left with total spin $S+\tfrac12=3$ or $S-\tfrac12=2$. The Coulomb repulsion between the remaining s electron and the open shell depends on this relative orientation through exchange.

For an initial configuration $(ns)^2\,l^N$ whose open shell has spin $S>0$, Van Vleck's result is

$$E(S-\tfrac12)-E(S+\tfrac12)=(2S+1)\,\frac{G^l}{2l+1},\qquad \frac{I(S+\tfrac12)}{I(S-\tfrac12)}=\frac{S+1}{S},$$

where $G^l$ is the Slater exchange integral of the s orbital with the open-shell orbital. The statement is exact inside a definite model: frozen orbitals, one final configuration, no spin–orbit coupling, one radial function for the whole open shell, and the sudden approximation for the intensities. Each assumption is named below at the step that uses it.

## Orbitals, operators and the Hamiltonian

Atomic units are used throughout the derivation. The orbitals are

$$\phi_s(\mathbf r)=\frac{P_s(r)}{r}\,Y_{00},\qquad \phi_m(\mathbf r)=\frac{P_l(r)}{r}\,Y_{lm}(\hat{\mathbf r}),\qquad m=-l,\dots,l,$$

with real radial functions normalized as $\int_0^\infty P^2\,dr=1$ and $Y_{00}=(4\pi)^{-1/2}$. Two assumptions are contained in this line. The same $P_l$ serves for every $m$ and both spins, and the same $P_s$ and $P_l$ serve before and after ionization (frozen orbitals).

The operator $c^\dagger_\sigma$ creates an electron of spin $\sigma$ in $\phi_s$, and $a^\dagger_{m\sigma}$ creates one in $\phi_m$. When a formula covers all orbitals, the letters $p,q,u,v$ label them and $a^\dagger_{p\sigma}$ is the general creator. The nonrelativistic Hamiltonian contains no spin operators:

$$H=\sum_{pq\sigma}h_{pq}\,a^\dagger_{p\sigma}a_{q\sigma}+\frac12\sum_{pquv}\sum_{\sigma\tau}(pq|uv)\,a^\dagger_{p\sigma}a^\dagger_{u\tau}a_{v\tau}a_{q\sigma},\tag{1}$$

$$(pq|uv)=\iint\phi_p^*(1)\phi_q(1)\,\frac{1}{r_{12}}\,\phi_u^*(2)\phi_v(2)\,d^3r_1\,d^3r_2 .$$

Interchange of the integration variables gives $(pq|uv)=(uv|pq)$.

The model keeps only states with fixed shell occupations: $s^2l^N$ for the initial state and $s^1l^N$ for the ion. Every term of (1) that changes the number of s electrons has zero matrix elements inside such a space and is dropped. This is the single-configuration assumption.

The other shells are closed. They enter through $h$ and through a constant energy, which is the same before and after the ionization and is omitted below. A term of (1) that keeps the occupations fixed and involves both a closed shell and another shell contains one creator and one annihilator of closed-shell orbitals $j,k$. On a filled shell $a^\dagger_{j\sigma}a_{k\tau}$ gives $\delta_{jk}\delta_{\sigma\tau}$, because an electron can be put back only where it was taken out. What remains is a one-electron operator diagonal in spin and equal for both spins, the direct and exchange potential of the closed shells. It is absorbed in $h_{pq}$. The matrix $h_{mm'}$ inside the open shell may be any Hermitian matrix, so a crystal field that splits the $l$ level is allowed as long as it does not depend on spin and does not alter $P_l$.

## Multipole expansion of the repulsion

The function $1/r_{12}$ solves $-\nabla_1^2\,r_{12}^{-1}=4\pi\,\delta^3(\mathbf r_1-\mathbf r_2)$ and vanishes at infinity. Completeness of the spherical harmonics gives

$$\delta^3(\mathbf r_1-\mathbf r_2)=\frac{\delta(r_1-r_2)}{r_1^2}\sum_{kq}Y^*_{kq}(\hat{\mathbf r}_1)Y_{kq}(\hat{\mathbf r}_2).$$

Insert the trial form $r_{12}^{-1}=4\pi\sum_{kq}g_k(r_1,r_2)\,Y^*_{kq}(\hat{\mathbf r}_1)Y_{kq}(\hat{\mathbf r}_2)$. On a harmonic of rank $k$ the operator $-\nabla^2$ acts as

$$D_k=-\frac1{r^2}\frac{d}{dr}r^2\frac{d}{dr}+\frac{k(k+1)}{r^2},$$

so $D_kg_k=\delta(r_1-r_2)/r_1^2$. For $r_1\ne r_2$ the solutions are $r_1^k$ and $r_1^{-k-1}$. Regularity at the origin selects the first for $r_1<r_2$, decay selects the second for $r_1>r_2$, and continuity at $r_1=r_2$ gives $g_k=A\,r_<^k/r_>^{k+1}$, with $r_<$ and $r_>$ the smaller and larger of the two radii. Multiplying the equation by $r_1^2$ and integrating across $r_1=r_2$ gives $-r_2^2\,[\partial_1g_k]=1$, where the bracket is the jump. The derivative is $-(k+1)A/r_2^2$ just above and $kA/r_2^2$ just below, so the jump is $-(2k+1)A/r_2^2$ and $A=1/(2k+1)$. Therefore

$$\frac1{r_{12}}=\sum_{k=0}^\infty\frac{4\pi}{2k+1}\,\frac{r_<^k}{r_>^{k+1}}\sum_{q=-k}^{k}Y^*_{kq}(\hat{\mathbf r}_1)\,Y_{kq}(\hat{\mathbf r}_2).\tag{2}$$

## The direct and exchange integrals

Define the radial integrals

$$F^0=\iint P_s^2(r_1)\,\frac1{r_>}\,P_l^2(r_2)\,dr_1dr_2,\qquad F^0_{ss}=\iint P_s^2(r_1)\,\frac1{r_>}\,P_s^2(r_2)\,dr_1dr_2,$$

$$G^l=\iint P_s(r_1)P_l(r_1)\,\frac{r_<^l}{r_>^{l+1}}\,P_s(r_2)P_l(r_2)\,dr_1dr_2 .$$

The factors $1/r$ in the orbitals cancel the $r^2$ of each volume element.

In the direct integral $(ss|mm')$ electron 1 carries the density $|Y_{00}|^2=1/4\pi$. Its angular integral is $\frac1{4\pi}\int Y^*_{kq}\,d\Omega=\frac{1}{4\pi}\sqrt{4\pi}\,\delta_{k0}\delta_{q0}$, because $1=\sqrt{4\pi}\,Y_{00}$. Only $k=0$ survives, and the angular integral of electron 2 is then $\int Y^*_{lm}Y_{lm'}Y_{00}\,d\Omega=(4\pi)^{-1/2}\delta_{mm'}$. The prefactor in (2) is $4\pi$, and $4\pi\cdot(4\pi)^{-1/2}\cdot(4\pi)^{-1/2}=1$:

$$(ss|mm')=F^0\,\delta_{mm'}.\tag{3}$$

The same steps give $(ss|ss)=F^0_{ss}$.

In the exchange integral $(sm'|ms)$ electron 1 carries $\phi_s^*\phi_{m'}$ and electron 2 carries $\phi_m^*\phi_s$. Since $Y_{00}$ is a constant, each overlap density is a pure harmonic of rank $l$:

$$\int Y_{00}\,Y_{lm'}\,Y^*_{kq}\,d\Omega_1=\frac{\delta_{kl}\,\delta_{qm'}}{\sqrt{4\pi}},\qquad \int Y^*_{lm}\,Y_{00}\,Y_{kq}\,d\Omega_2=\frac{\delta_{kl}\,\delta_{qm}}{\sqrt{4\pi}} .$$

The sum over $k$ keeps $k=l$, the sum over $q$ gives $\delta_{mm'}$, and the angular factor is $\frac{4\pi}{2l+1}\cdot\frac1{4\pi}$:

$$(sm'|ms)=K\,\delta_{mm'},\qquad K\equiv\frac{G^l}{2l+1}.\tag{4}$$

Both matrices are multiples of the unit matrix in $m$. They therefore keep their form under any unitary mixing of the $2l+1$ orbitals, for example to real harmonics or to crystal-field orbitals. For a p hole and $l\ge1$ the overlap densities with the open-shell orbitals involve two ranks, $l-1$ and $l+1$. Their coefficients depend on the magnetic quantum numbers of both orbitals, and for some pairs only the rank $l+1$ is present. The direct term contains a quadrupole part. The reduction to a single constant relies on one of the two shells being an s shell.

## The sign of $G^l$

A 3s function has two radial nodes, so the overlap density $\rho=P_sP_l$ changes sign and the sign of $G^l$ is not evident from the integrand. Define the potential $V(r_1)=\int\rho(r_2)\,r_<^l\,r_>^{-l-1}\,dr_2=(2l+1)\int g_l\,\rho\,dr_2$. Applying $D_l$ gives $D_lV=(2l+1)\rho/r^2$, that is $\rho=r^2D_lV/(2l+1)$. Then

$$G^l=\int_0^\infty\rho V\,dr=\frac1{2l+1}\int_0^\infty\Big[-V\,(r^2V')'+l(l+1)V^2\Big]dr=\frac1{2l+1}\int_0^\infty\Big[r^2V'^2+l(l+1)V^2\Big]dr .$$

The last step is an integration by parts. The boundary term $r^2VV'$ vanishes at the origin, where $V$ behaves as $r^l$, and at infinity, where $V$ falls at least as fast as $r^{-l-1}$. The integrand is non-negative. If the integral were zero, $V'$ would vanish everywhere, $V$ would be the constant zero by its decay, and $\rho$ would vanish. Hence $G^l>0$ whenever $P_sP_l$ is not identically zero.

The same fact has a momentum-space form. The spherical Bessel functions obey $D_l\,j_l(kr)=k^2j_l(kr)$ and the closure relation of the Hankel transform, $\frac2\pi\int_0^\infty k^2j_l(kr_1)j_l(kr_2)\,dk=\delta(r_1-r_2)/r_1^2$. Dividing each component by its eigenvalue $k^2$ inverts $D_l$, so $g_l=\frac2\pi\int_0^\infty j_l(kr_1)j_l(kr_2)\,dk$ and

$$G^l=(2l+1)\,\frac2\pi\int_0^\infty dk\left[\int_0^\infty P_sP_l\,j_l(kr)\,dr\right]^2 .\tag{5}$$

$K$ is the electrostatic self-repulsion integral of the overlap charge $\phi_s^*\phi_m$. It is quadratic in $P_sP_l$ and is small when the two radial functions occupy different regions.

## The s–l interaction as a spin operator

In the two-electron part of (1) the creators carry the labels $p,u$ and the annihilators $v,q$. A term conserves the number of s electrons if it has as many s creators as s annihilators. With none, it belongs to the open shell alone; these terms and $h_{mm'}$ make up the shell Hamiltonian

$$H_l=\sum_{mm'\sigma}h_{mm'}a^\dagger_{m\sigma}a_{m'\sigma}+\frac12\sum_{m_1\dots m_4}\sum_{\sigma\tau}(m_1m_2|m_3m_4)\,a^\dagger_{m_1\sigma}a^\dagger_{m_3\tau}a_{m_4\tau}a_{m_2\sigma}.$$

With two of each, the term is $\frac12F^0_{ss}\sum_{\sigma\tau}c^\dagger_\sigma c^\dagger_\tau c_\tau c_\sigma$. The contributions with $\sigma=\tau$ vanish because $c^\dagger_\sigma c^\dagger_\sigma=0$, and the two with $\sigma\ne\tau$ each give $n_\uparrow n_\downarrow$, where $n_\sigma=c^\dagger_\sigma c_\sigma$. The total is $F^0_{ss}\,n_\uparrow n_\downarrow$.

With one of each there are four placements. Operators of different orbitals anticommute, so moving one operator past another costs a sign and moving it past two costs none.

For $p=q=s$, $u=m$, $v=m'$, the operator $c_\sigma$ is moved left past two operators:

$$\tfrac12(ss|mm')\,c^\dagger_\sigma a^\dagger_{m\tau}a_{m'\tau}c_\sigma=\tfrac12(ss|mm')\,c^\dagger_\sigma c_\sigma\,a^\dagger_{m\tau}a_{m'\tau}.$$

For $u=v=s$, $p=m$, $q=m'$, the pair $c^\dagger_\tau c_\tau$ commutes with $a^\dagger_{m\sigma}$, and $(mm'|ss)=(ss|mm')$, so after the spin sums the result equals the previous one. With (3), $n_s=n_\uparrow+n_\downarrow$ and the shell number $N=\sum_{m\sigma}a^\dagger_{m\sigma}a_{m\sigma}$, the two add to $F^0\,n_sN$.

For $p=v=s$, $u=m$, $q=m'$, the operator $c_\tau$ is moved left past one operator:

$$\tfrac12(sm'|ms)\,c^\dagger_\sigma a^\dagger_{m\tau}c_\tau a_{m'\sigma}=-\tfrac12(sm'|ms)\,c^\dagger_\sigma c_\tau\,a^\dagger_{m\tau}a_{m'\sigma}.$$

For $u=q=s$, $p=m$, $v=m'$, the operator $c^\dagger_\tau$ is moved left past one operator and $c_\sigma$ past two:

$$\tfrac12(ms|sm')\,a^\dagger_{m\sigma}c^\dagger_\tau a_{m'\tau}c_\sigma=-\tfrac12(ms|sm')\,c^\dagger_\tau c_\sigma\,a^\dagger_{m\sigma}a_{m'\tau}.$$

Renaming $\sigma\leftrightarrow\tau$ and using $(ms|sm')=(sm'|ms)$ turns this into the third term. With (4) the two add to

$$H_x=-K\sum_{\sigma\tau}c^\dagger_\sigma c_\tau\sum_m a^\dagger_{m\tau}a_{m\sigma}.\tag{6}$$

Introduce the spin of the s orbital and the total spin of the open shell:

$$s_z=\tfrac12(n_\uparrow-n_\downarrow),\quad s_+=c^\dagger_\uparrow c_\downarrow,\quad s_-=c^\dagger_\downarrow c_\uparrow,$$

$$S_z=\tfrac12(N_\uparrow-N_\downarrow),\quad S_+=\sum_ma^\dagger_{m\uparrow}a_{m\downarrow},\quad S_-=\sum_ma^\dagger_{m\downarrow}a_{m\uparrow}.$$

The four spin terms of (6) are $n_\uparrow N_\uparrow$ and $n_\downarrow N_\downarrow$ for $\sigma=\tau$, $s_+S_-$ for $\sigma=\uparrow,\tau=\downarrow$, and $s_-S_+$ for $\sigma=\downarrow,\tau=\uparrow$. With $n_{\uparrow,\downarrow}=\frac12n_s\pm s_z$ and $N_{\uparrow,\downarrow}=\frac12N\pm S_z$ the cross terms cancel in the sum, and

$$n_\uparrow N_\uparrow+n_\downarrow N_\downarrow=\tfrac12n_sN+2s_zS_z .$$

With $s_\pm=s_x\pm is_y$ and $S_\pm=S_x\pm iS_y$ the imaginary parts cancel, and $s_+S_-+s_-S_+=2(s_xS_x+s_yS_y)$. Hence

$$H_x=-K\left(\tfrac12n_sN+2\,\mathbf s\cdot\mathbf S\right).\tag{7}$$

For $n_s=N=1$ the bracket is $\frac12+2\,\mathbf s_1\cdot\mathbf s_2$, the operator that interchanges two spins (Dirac's identity): it equals $+1$ on the triplet and $-1$ on the singlet. Equation (7) is the sum of this operator over the $N$ shell electrons. The sum collapses to the total spin $\mathbf S$ only because every electron of the shell has the same $K$.

The projected Hamiltonian is

$$H=h_{ss}\,n_s+F^0_{ss}\,n_\uparrow n_\downarrow+F^0n_sN-K\left(\tfrac12n_sN+2\,\mathbf s\cdot\mathbf S\right)+H_l .\tag{8}$$

No magnetic force appears in it. The spin operator records the sign that antisymmetry attaches to the exchange integral.

Within the single-configuration model, the interaction of the s orbital with the open shell now depends on spin only through $\mathbf s\cdot\mathbf S$, with one positive exchange constant $K$. What remains is to find the energies of the ion and the intensities of its lines.
